\section*{Voltage Ceiling of a Resistively Heated DC Slab with Isothermal Electrodes}

\section{Result and assumptions}

A slab of thickness $d$ carries a steady direct current between two electrodes held at the same temperature $T_0$. Let $\theta=T-T_0$ be the local temperature rise and $\theta_m$ its peak value. If the thermal conductivity $k$ is constant and the electrical conductivity is
\begin{equation}
\sigma(\theta)=s\,e^{b\theta},\qquad s>0,\quad b>0,
\label{sigma}
\end{equation}
then the voltage $V$ across the slab and the peak rise are related by
\begin{equation}
V^2=V_c^2\left(1-e^{-b\theta_m}\right),\qquad
V_c=\sqrt{\frac{8k}{s\,b}} .
\label{main}
\end{equation}
The voltage rises strictly with $\theta_m$ and approaches $V_c$ without reaching it. The thickness does not appear in $V_c$. For $0<V<V_c$ there is one steady state; for $V\ge V_c$ there is none. This absence of a steady state is what thermal breakdown means in the model.

Heat and current flow along $x$ alone, with $0\le x\le d$, so the electrodes are wide and nothing varies sideways. Heat leaves through the electrodes and not through the rim. The conductivity depends on temperature but not on field, and contact voltages are neglected.

\section{One steady state for each current}

In a steady state charge conservation makes the current density $J$ the same at every $x$. The local field is $E=J/\sigma$, and the Joule heat per unit volume is $JE=J^2/\sigma$. The heat balance is therefore
\begin{equation}
k\,\theta''=-\frac{J^2}{\sigma(\theta)},\qquad \theta(0)=\theta(d)=0 .
\label{heat}
\end{equation}
At fixed $J$ the source on the right becomes weaker as the material warms, and this makes the solution unique. Suppose $\theta_1$ and $\theta_2$ both solve (\ref{heat}), and let $w=\theta_1-\theta_2$. Subtract the two equations, multiply by $w$ and integrate by parts. The boundary term vanishes because $w=0$ at both electrodes:
\begin{equation}
-k\int_0^d w'^2\,dx=-J^2\int_0^d w\left[\frac1{\sigma(\theta_1)}-\frac1{\sigma(\theta_2)}\right]dx .
\end{equation}
Since $1/\sigma$ decreases with $\theta$, the bracket has the opposite sign to $w$. The right side is then non-negative while the left side is non-positive, so both vanish. Hence $w'=0$, and the boundary values give $w=0$.

Reflecting a solution about the mid-plane gives another solution with the same $J$. By uniqueness it is the same one, so the profile is symmetric. Because $\theta''<0$, it has a single peak, at $x=d/2$.

\section{From heat flow to voltage}

Let $\phi$ be the electric potential measured from its value at the peak. Take $J>0$ along $+x$, so that
\begin{equation}
J=-\sigma\phi' .
\label{ohm}
\end{equation}
Then $J^2/\sigma=J(J/\sigma)=-J\phi'$, and (\ref{heat}) becomes $k\theta''=J\phi'$. Both sides are derivatives, and $J$ is constant, so
\begin{equation}
k\theta'=J\phi+C .
\end{equation}
At the peak $\theta'=0$ and $\phi=0$, which gives $C=0$. Replacing $J$ by (\ref{ohm}) and dividing by $\sigma$ yields
\begin{equation}
\frac{k}{\sigma}\,\theta'=-\phi\phi'=-\frac12\left(\phi^2\right)' .
\label{exactdiff}
\end{equation}
Integrate from the peak to a point where the rise is $\theta$:
\begin{equation}
\int_{\theta}^{\theta_m}\frac{k}{\sigma(\vartheta)}\,d\vartheta=\frac{\phi^2}{2}.
\label{local}
\end{equation}
By symmetry half of the voltage drops on each side of the mid-plane. At either electrode $\theta=0$ and $|\phi|=V/2$, so
\begin{equation}
V^2=8\int_0^{\theta_m}\frac{k}{\sigma(\vartheta)}\,d\vartheta .
\label{general}
\end{equation}
The factor 8 comes from the $\tfrac12$ in (\ref{exactdiff}) and the square of $V/2$.

Nothing after the symmetry argument used a constant $k$: if $k$ depends on temperature, $k\theta''$ is replaced by $(k\theta')'$ and the same steps follow. The symmetry argument also survives if $\int k\,d\theta$ is used as the unknown, provided $\sigma$ increases with temperature. Equation (\ref{general}) therefore holds for such materials too.

For the exponential law (\ref{sigma}) the integral is
\begin{equation}
V^2=\frac{8k}{s}\int_0^{\theta_m}e^{-b\vartheta}\,d\vartheta
=\frac{8k}{sb}\left(1-e^{-b\theta_m}\right),
\end{equation}
which is (\ref{main}). Its derivative,
\begin{equation}
\frac{d(V^2)}{d\theta_m}=\frac{8k}{s}\,e^{-b\theta_m}>0,
\end{equation}
is positive at every finite $\theta_m$, so the rise is strict.

\section{Reading the result}

For $b\theta_m\ll1$, (\ref{main}) reduces to $\theta_m\simeq sV^2/(8k)$, the heating of a slab with constant conductivity. Thickness is already absent here. At fixed voltage the heat produced per unit volume scales as $1/d^2$, while the temperature rise caused by a given volume heating scales as $d^2$.

For $b\theta_m\gg1$,
\begin{equation}
1-\frac{V}{V_c}\simeq\frac12e^{-b\theta_m}.
\end{equation}
Each further rise of $1/b$ reduces the remaining distance to the ceiling by a factor $e$. Solving (\ref{main}) for the temperature gives
\begin{equation}
\theta_m=-\frac1b\ln\left(1-\frac{V^2}{V_c^2}\right),
\label{inverse}
\end{equation}
which diverges as $V\to V_c$. What is independent of thickness is the voltage; the mean field at the ceiling, $V_c/d$, is larger in a thinner slab.

\section{Current and temperature profile}

Define an angle $\alpha$ by $\cos\alpha=e^{-b\theta_m/2}$, with $0<\alpha<\pi/2$. Then (\ref{main}) reads $V=V_c\sin\alpha$. Since $k/(sb)=V_c^2/8$, (\ref{local}) becomes
\begin{equation}
e^{-b\theta}=\cos^2\alpha+\frac{4\phi^2}{V_c^2}.
\label{thetaphi}
\end{equation}
Let $z=x-d/2$ be the distance from mid-plane. Integrating $J\,dz=-\sigma\,d\phi$ with $\sigma=s/e^{-b\theta}$ gives
\begin{equation}
Jz=-\int_0^{\phi}\frac{s\,d\phi'}{\cos^2\alpha+4\phi'^2/V_c^2}
=-\frac{sV_c}{2\cos\alpha}\arctan\frac{2\phi}{V_c\cos\alpha}.
\label{Jz}
\end{equation}
At $z=d/2$ the potential is $\phi=-V/2=-\tfrac12V_c\sin\alpha$, and the arctangent equals $-\alpha$. Thus
\begin{equation}
J=\frac{sV_c}{d}\,\frac{\alpha}{\cos\alpha}.
\label{current}
\end{equation}
Putting this $J$ back into (\ref{Jz}) gives $2\phi/(V_c\cos\alpha)=-\tan(2\alpha z/d)$. With (\ref{thetaphi}) and $1+\tan^2=1/\cos^2$,
\begin{equation}
\theta(z)=\theta_m+\frac2b\ln\cos\frac{2\alpha z}{d}.
\label{profile}
\end{equation}

Both $\sin\alpha$ and $\alpha/\cos\alpha$ increase with $\alpha$. Voltage and current therefore rise together, and the characteristic has no turnover. As $V$ approaches $V_c$ the current grows without bound. Each voltage below $V_c$ fixes one $\alpha$, hence one current and one profile, which proves the count of steady states given at the start.

\section{Contrast: a uniform field}

The ceiling depends on the field being free to redistribute. In the dc slab $E=J/\sigma$, so the field is weaker in the hot middle than at the cold electrodes; when $b\theta_m$ is large, most of the voltage drops near the electrodes. Suppose instead that the field is held at $V/d$ everywhere. This applies to an ac voltage of rms value $V$ when displacement current dominates and the permittivity is uniform, with $\sigma$ then standing for the loss conductivity. For the ceramic of the worked example below, with a relative permittivity of roughly 10, that would take a frequency of about 2 GHz or more. At 2 GHz the wavelength in the ceramic is only about 5 cm, and across a disc of radius 10 mm the field falls to about 60\% of its central value, so the one-dimensional picture fails. For this ceramic the uniform field is a formal contrast; it suits poorer conductors, where a lower frequency is enough. The heat balance becomes
\begin{equation}
k\theta''=-s\,e^{b\theta}\frac{V^2}{d^2},
\end{equation}
whose source grows with temperature. Try $\theta=\theta_m-(2/b)\ln\cosh(2cz/d)$. Its second derivative is $-(8c^2/bd^2)\,\mathrm{sech}^2(2cz/d)$, and $e^{b\theta}=e^{b\theta_m}\mathrm{sech}^2(2cz/d)$. The equation is satisfied if $V^2=(8k/sb)\,c^2e^{-b\theta_m}$, and the electrode condition requires $\cosh c=e^{b\theta_m/2}$. Hence
\begin{equation}
V=V_c\,\frac{c}{\cosh c}.
\end{equation}
This has a maximum where $c\tanh c=1$, at $b\theta_m=1.187$ and $V=0.663\,V_c$. For the same $k$, $s$ and $b$, the uniform-field slab loses its steady state at a lower voltage and at a finite temperature rise.

\section{Worked example}

Take $k=2.5$ W/(m\,K), $s=0.1$ S/m, $d=5$ mm and $T_0=300$ K. Let the conductivity follow an Arrhenius law with constant $B=4000$ K, $\sigma=s\exp(B/T_0-B/T)$. Matching its logarithmic slope at $T_0$ gives
\begin{equation}
b=\frac{B}{T_0^2}=\frac{4000}{300^2}=0.0444\ \mathrm{K^{-1}},\qquad \frac1b=22.5\ \mathrm{K}.
\end{equation}
The ceiling is
\begin{equation}
V_c=\sqrt{\frac{8\times2.5}{0.1\times0.04444}}\ \mathrm{V}=67.1\ \mathrm{V}=0.0671\ \mathrm{kV},
\end{equation}
and the current scale in (\ref{current}) is $sV_c/d=134$ mA/cm$^2$. For a peak rise of 50 K, $e^{-b\theta_m}=0.1084$, so $V=67.08\sqrt{0.8916}=63.3$ V. The table follows from (\ref{main}) and (\ref{current}); the heat flux into each electrode is $JV/2$.

\begin{center}
\begin{tabular}{rrrr}
$\theta_m$ (K) & $V$ (V) & $J$ (mA/cm$^2$) & flux (W/cm$^2$)\\
\hline
5 & 29.9 & 69 & 1.0\\
10 & 40.2 & 108 & 2.2\\
25 & 54.9 & 224 & 6.2\\
50 & 63.3 & 503 & 16\\
100 & 66.7 & 1810 & 60
\end{tabular}
\end{center}

Between the last two rows the voltage rises by about 5\%, while the current grows by a factor of 3.6 and the heat flux by a factor of 3.8. Close to the ceiling a small change of voltage thus demands a large change of cooling. The table belongs to the exponential law, which overstates the conductivity at large rises. With the Arrhenius law itself, a peak rise of 100 K goes with about 1180 mA/cm$^2$ and 42 W/cm$^2$.

\section{Approach to the steady state and runaway}

When the temperature changes in time, (\ref{heat}) is replaced by
\begin{equation}
C\,\frac{\partial\theta}{\partial t}=k\frac{\partial^2\theta}{\partial x^2}+\frac{J^2}{\sigma},\qquad
J(t)=\frac{V}{\int_0^d dx/\sigma},
\end{equation}
where $C$ is the heat capacity per volume. A uniform $J$ is justified if charge relaxes much faster than heat. With $C=3$ J/(cm$^3$\,K) and relative permittivity 10, both rough, the thermal time $Cd^2/k$ is 30 s and the charge relaxation time is about 0.9 ns.

These equations were integrated numerically at fixed voltage, with finite differences in $x$ and an implicit method in time. At $0.95\,V_c$, (\ref{inverse}) predicts a peak rise of 52.4 K. The slab settled at this value both from a cold start and from a hot, lopsided one, $b\theta=5\sin(\pi x/d)\,[1+\tfrac12\cos(\pi x/d)]$. At $1.05\,V_c$, starting cold, the peak rise passed 112.5 K after 21 s; halving the number of mesh intervals moved this time by 0.7\%. These runs show settling and runaway for the stated cases; they do not prove stability for every initial state.

\section{When the electrode faces warm up}

Let each face be separated from its heat sink by a thermal resistance $R$ (temperature drop per heat flux), so that the face rises by $\theta_s=Rq$, where $q=JV/2$. Measured from the face temperature, the slab obeys the earlier equations with $s$ replaced by $s\,e^{b\theta_s}$. The ceiling then becomes $V_ce^{-b\theta_s/2}$. Redefining $\cos\alpha=e^{-b(\theta_m-\theta_s)/2}$ gives
\begin{align}
V&=V_c\,e^{-b\theta_s/2}\sin\alpha,&
J&=\frac{sV_c}{d}\,e^{b\theta_s/2}\,\frac{\alpha}{\cos\alpha}.
\end{align}
In the product $JV$ the exponentials cancel, so
\begin{equation}
q=\frac{sV_c^2}{2d}\,\alpha\tan\alpha=\frac{4k}{bd}\,\alpha\tan\alpha .
\end{equation}
Substituting $\theta_s=Rq$ into the voltage,
\begin{equation}
V=V_c\sin\alpha\;e^{-\varepsilon\alpha\tan\alpha},\qquad \varepsilon=\frac{2kR}{d}.
\label{contact}
\end{equation}
The peak rise still increases with $\alpha$, but for any $R>0$ the voltage returns to zero as $\alpha\to\pi/2$. The derivative of $\ln V$ is $\cot\alpha-\varepsilon(\tan\alpha+\alpha/\cos^2\alpha)$. It falls steadily from $+\infty$ to $-\infty$, so there is one maximum. The monotonic law therefore requires isothermal electrodes, and thickness re-enters through $\varepsilon$.

For $R=0.1$ cm$^2$\,K/W, an optimistic value that needs a soldered face and very strong liquid cooling, $\varepsilon=0.01$. Maximizing (\ref{contact}) numerically gives 61.7 V, which is 8\% below $V_c$. The peak rise there is 65 K, although the faces have warmed by only 2.3 K. For $R=1$ cm$^2$\,K/W the maximum is 48 V.

If $\varepsilon\gg1$ the maximum lies at small $\alpha$, where $V\simeq V_c\,\alpha e^{-\varepsilon\alpha^2}$. Setting the derivative to zero gives $\alpha^2=1/(2\varepsilon)$ and
\begin{equation}
V_{\max}\simeq\frac{V_c}{\sqrt{2e\,\varepsilon}} .
\end{equation}
Here $e$ is the base of natural logarithms. For faces cooled by air at 15 W/(m$^2$\,K), $R=1/15$ m$^2$\,K/W and $\varepsilon\simeq67$, so $V_{\max}\simeq67.1/19=3.5$ V. External cooling, and not conduction inside the slab, then sets the limit.

\section{The model beside a real ceramic}

The parameters are rough values for a manganese--nickel--cobalt oxide thermistor ceramic. A 5 mm slab is thick for such a part, and a part hung in air by its leads is far from having isothermal faces. For a part in air this is the assumption that matters most: in the estimates above, dropping it lowers the limit from 67 V to 62 V for $R=0.1$ cm$^2$\,K/W, to 48 V for $R=1$ cm$^2$\,K/W, and to a few volts for air cooling.

The exponential law is the next approximation. Numerical integration of (\ref{general}) with the Arrhenius law and constant $k$ gives 65, 71 and 73 V at peak rises of 50, 100 and 200 K. If $k$ also falls as $1/T$, a trial assumption, the values are 64, 68 and 70 V. The voltage still flattens, but at a 200 K rise it lies above $V_c$, by about 9\% with constant $k$ and 4\% with falling $k$. It has no strict ceiling, because the Arrhenius $\sigma$ is bounded and the integral in (\ref{general}) grows without limit. In particular, $1.05\,V_c=70.4$ V causes runaway in the exponential model, yet with the Arrhenius law and constant $k$ it has a steady state with a peak rise between 50 and 100 K. This again needs isothermal faces. With the Arrhenius law and $R=0.1$ cm$^2$\,K/W the voltage turns over at about 66 V, below 70.4 V; for $R=1$ cm$^2$\,K/W and for air cooling the turnover lies at about 51 V and 3.7 V, against 48 V and 3.5 V for the exponential law.

Three further neglected effects are small as long as the faces stay close to $T_0$; with air-cooled faces the first, the rim loss, matters more. The rim of the disc considered next has half the area of its two faces, so in air it would carry about a third of the heat; the estimate of 3.5 V, which leaves the rim out, is about a fifth too low for such a disc. At a 50 K peak rise, a disc of radius 10 mm cooled at its rim by 15 W/(m$^2$\,K) loses about 0.2\% of its Joule heat there. With a rough Seebeck coefficient of 0.3 mV/K, the Peltier heat at a face is about 0.3\% of the Joule heat leaving through it at a 50 K peak rise. At the air-cooled limit this ratio is about 5.5\%, but heat is absorbed at one face and released at the other, and with a constant Seebeck coefficient the limit of 3.5 V is unchanged in the digits shown. The largest field in the table, $J/s=1810$ V/cm at the cold electrode for a 100 K rise, gives $eaE/(2k_BT_0)\simeq10^{-3}$ for a hopping length $a=0.3$ nm, with $e$ here the elementary charge. Field-assisted hopping, which multiplies $\sigma$ by $\sinh(y)/y\simeq1+y^2/6$ with $y$ equal to this ratio, is then negligible.

All numerical values are calculated from the stated model.
